# Why a thermalising dip midway along a migration path halves the rate

**Q.** I have a migration path with two saddles of equal height and a small dip between them. I put the saddle height into transition-state theory and got a rate. A colleague says I must halve it. Before we argue about the half, what did I actually calculate?

**A.** You calculated how often an atom crosses the first saddle. Call the starting site A, the final site B and the dip I. Take one coordinate \(x\) along the path, with effective mass \(m\) and potential \(U(x)\), and treat the motion as classical. I use atomic units in the algebra, and \(\beta\) is the inverse thermal energy.

If the atom is in equilibrium in well A, its probability density at the saddle, where \(U=U_s\), is \(e^{-\beta U_s}/Z_A\), with \(Z_A=\int_A e^{-\beta U}dx\) taken over that well. The rate is this density times the mean velocity towards I, with backward velocities counted as zero:

\[
\int_0^\infty v\sqrt{\frac{m\beta}{2\pi}}\,e^{-\beta mv^2/2}\,dv
=\sqrt{\frac{m\beta}{2\pi}}\,\frac{1}{m\beta}
=\frac{1}{\sqrt{2\pi m\beta}} .
\]

Hence

\[
k_1=\frac{1}{\sqrt{2\pi m\beta}}\,\frac{e^{-\beta U_s}}{Z_A}.
\]

Measure energy from the bottom of A, so that \(U_s=E_1\), the first barrier. For a harmonic well of angular frequency \(\omega_A\), the Gaussian integral gives \(Z_A=\sqrt{2\pi/(\beta m\omega_A^2)}\). Inserting it, the temperature cancels from the prefactor, and the mass remains only inside \(\omega_A\):

\[
k_1\simeq\frac{\omega_A}{2\pi}\,e^{-\beta E_1}.
\]

Nothing in this expression knows what happens after the saddle. It is the rate of arriving in I, provided that each crossing leads there.

**Q.** But the second saddle is no higher than the first. An atom that got over one can get over the other. Where does the half come from?

**A.** It could get over the other if it kept its energy. Suppose instead that it thermalises: it gives its excess energy to the lattice and settles in the dip. It must then wait for a new thermal fluctuation, and that fluctuation may take it out on either side.

Let the escape rates from I be \(k_L\) back to A and \(k_R\) on to B. The probability of still being in I after time \(t\) is \(e^{-(k_L+k_R)t}\), so the probability of leaving towards B is

\[
p=\int_0^\infty k_R\,e^{-(k_L+k_R)t}\,dt=\frac{k_R}{k_L+k_R}.
\]

Mirror symmetry makes both rates equal to one value, \(k_2\), and so \(p=1/2\). The site-to-site rate is the rate of arrival in I times the chance of going on:

\[
\Gamma=p\,k_1=\frac{k_1}{2}.
\]

The half is the probability of a choice between two equivalent exits. It requires that I has no third exit, and that an atom falling back into A thermalises there before it tries again.

**Q.** An atom that falls back can try again, so it reaches B eventually. Isn't the real cost the time it spends sitting in the dip?

**A.** We can separate the two costs. Close all other paths out of A, and let \(T_A\) and \(T_I\) be the mean times to reach B from A and from I. From A, the atom waits \(1/k_1\) on average and is then in I. From I, it waits \(1/(2k_2)\), because two exits are open, and half the time it is back in A:

\[
T_A=\frac1{k_1}+T_I,\qquad
T_I=\frac1{2k_2}+\frac12T_A .
\]

Substitute the second equation into the first and move \(T_A/2\) to the left:

\[
\frac12T_A=\frac1{k_1}+\frac1{2k_2}
\quad\Rightarrow\quad
T_A=\frac2{k_1}+\frac1{k_2}.
\]

The term \(2/k_1\) is the time spent waiting in A: with success probability one half, the mean number of attempts is two, one that fails and one that succeeds. The term \(1/k_2\) is the time spent in the dip. Taking the inverse,

\[
\frac1{T_A}=\frac{k_1}{2}\,\frac{1}{1+k_1/(2k_2)} .
\]

The same flux expression gives \(k_2\), with \(Z_I\) in place of \(Z_A\), so \(k_1/k_2=Z_I/Z_A\), the equilibrium population of the dip relative to a site. For a dip well above the sites in free energy this ratio is small, and the delay hardly matters. If the dip were as low as the sites, it would be a site itself, and you would have to count jumps into it separately.

**Q.** Suppose I prepare more atoms at A than at B and watch the populations relax. Would I see the half?

**A.** Yes. With populations \(N_A\), \(N_B\) and \(N_I\), and only this path open,

\[
\dot N_A=-k_1N_A+k_2N_I,\qquad
\dot N_B=-k_1N_B+k_2N_I .
\]

Subtracting removes \(N_I\):

\[
\frac{d}{dt}(N_A-N_B)=-k_1(N_A-N_B).
\]

For direct hopping over a single saddle at rate \(\Gamma\) each way, \(\dot N_A=-\Gamma N_A+\Gamma N_B\), with the opposite sign for \(\dot N_B\). The difference then decays at \(2\Gamma\). Matching the two decay rates gives \(\Gamma=k_1/2\) again. A single saddle with the same one-way rate \(k_1\) would relax the difference at \(2k_1\), twice as fast.

**Q.** My two saddles are never equal to the last meV. How sensitive is the half?

**A.** The scale is the thermal energy. Raise the second saddle alone by \(\Delta\). Then \(k_R=k_Le^{-\beta\Delta}\), and

\[
\Gamma=\frac{k_1}{1+e^{\beta\Delta}},
\qquad\text{or}\qquad
\frac1\Gamma=\frac1{k_1}+\frac1{k_1e^{-\beta\Delta}} .
\]

The second form reads as two resistances in series, one for each saddle. If \(\Delta\) is many thermal energies, the second term dominates and \(\Gamma\to k_1e^{-\beta\Delta}\), the usual one-saddle result for the higher saddle. If the second saddle is far lower, \(\Gamma\to k_1\). The half belongs to equal resistances. At 600 K, where the thermal energy is 0.0517 eV, raising the second saddle by 0.05 eV reduces \(\Gamma/k_1\) from 0.5 to 0.275.

**Q.** Everything rests on the atom forgetting how it came in. Can that be examined without assuming escape rates?

**A.** It can, by following trajectories. Take the model path

\[
U=a(1+\cos\theta)+b\sin^2\theta,\qquad \theta=2\pi x/d,
\]

with sites at \(x=\pm d/2\) and the dip at \(x=0\). I choose \(d=2.45\) Å, a moving mass of 72.63 u, a first barrier of 0.60 eV and a dip at 0.40 eV. The dip energy is \(2a\), so \(a=0.20\) eV. With \(c=\cos\theta\), the slope vanishes at the saddle where \(a-2bc=0\). Putting \(a=2bc\) back into \(U\) gives the height \(b(1+c)^2\). The value \(b=0.3732\) eV gives \(c=0.268\) and a height of 0.60 eV, with the saddles 0.507 Å from the midpoint. The numerical output lists \(a\) and \(b\) as coefficients A and B.

The atom obeys a Langevin equation at 600 K: the force from \(U\), a friction force \(-m\gamma v\), and the matching thermal noise. Trajectories start on the first saddle, with speeds weighted by their contribution to the flux, and end at the bottom of A or B.

**Q.** Some of those trajectories will wobble back and forth over the saddle. How do you avoid counting one passage several times?

**A.** By subtracting backward starts. Let \(q(v)\) be the probability that an atom at the saddle with velocity \(v\) reaches a chosen target before A. By time reversal, the probability that it came most recently from A, and not from the target, is \(1-q(-v)\). With \(f(v)\) the thermal velocity distribution, the net passage from A to the target is proportional to

\[
\int_{-\infty}^{\infty}v f(v)\,[1-q(-v)]\,q(v)\,dv
=\int_0^\infty v f(v)\,[q(v)-q(-v)]\,dv .
\]

The product \(q(v)q(-v)\) is even in \(v\) while \(vf(v)\) is odd, so that term integrates to zero. Dividing by \(\int_0^\infty vf\,dv\) gives the net transmission: the success probability of forward starts minus that of backward starts. Multiplied by \(k_1\), it gives the rate of arrivals at the target. For B this is the site-to-site rate only if the atom then thermalises there; at low friction it may bounce back out first.

I use two targets, the midpoint and B. The ratio of their transmissions is the fraction of arrivals at the midpoint that go on to B before returning to A.

| \(\gamma\) (1/ps) | To midpoint | To B | Ratio |
|---:|---:|---:|---:|
| 0 | 1.000 | 1.000 | 1.000 |
| 1 | 0.981 | 0.748 | 0.763 |
| 5 | 0.907 | 0.534 | 0.589 |
| 20 | 0.668 | 0.347 | 0.519 |

The sampling error of each ratio is at most about 0.01. Without friction the atom keeps the energy that took it over the first saddle, and crosses the second. As friction grows, the ratio falls towards one half. The third digit is within the sampling error: with five times as many trajectories the last ratio becomes 0.508, with an error near 0.002, and the transmission to B 0.338. A little memory therefore remains even at 20/ps.

**Q.** At a friction of 1/ps the velocity is forgotten in about 1 ps, and you would tell me that the atom stays in the dip for several ps. Why is the ratio still 0.763?

**A.** The stay of 7.50 ps is \(1/(2k_2)\), the transition-state value for an atom that has already thermalised. At this low friction the real stay is longer, because a trapped atom also regains energy slowly. The first question is whether the atom is caught at all on its first pass. Friction removes energy at the rate \(m\gamma v^2\), which is \(2\gamma\) times the kinetic energy.

For a rough estimate, treat the dip as harmonic. An atom entering at saddle height has 0.20 eV above the bottom, and its average kinetic energy is half of that, 0.10 eV. One pass takes half a vibration, \(1/(2\times3.48\ \text{THz})=0.14\) ps. The loss at \(\gamma=1\)/ps is therefore about

\[
2\times1\times0.10\times0.14\simeq0.03\ \text{eV},
\]

or roughly half the thermal energy; the true, anharmonic shape of the dip gives 0.036 eV, or 0.7 thermal energies. Atoms typically enter with an excess comparable to the thermal energy, so many go straight over the second saddle. At 5/ps the loss is nearly three thermal energies (3.5 for the true shape) and most are caught, yet the ratio is still near 0.59. At 20/ps the estimate exceeds the depth of the dip, which means that an atom with a typical thermal excess cannot coast across. So the condition for the half is a loss per pass of many thermal energies.

**Q.** Could friction alone cause the reduction, with the dip playing no part?

**A.** Friction does cause some, through recrossing at the saddle. That is why the transmission to the midpoint is below one. As a control, I replaced the double hump by one smooth hump, keeping the height, jump length, mass, temperature and a friction of 5/ps. The hump is a plain cosine, so the curvature at the top changed as well. The transmission to B was 0.853, against 0.534 with the dip.

This also fixes the meaning of the claim. When recrossing matters, "the rate of crossing the first saddle" must be the net rate into the dip. At 20/ps the site-to-site rate is about one third of the transition-state \(k_1\), but 0.51 to 0.52 of the net rate into the dip.

**Q.** How shallow may the dip be?

**A.** It must hold an atom long enough for the two exits to become equivalent. Here its depth is 0.20 eV, or 3.87 thermal energies. If the depth falls to about one thermal energy, there is no separate trapped state and no well-defined \(k_2\). You then have one broad, uneven barrier top, and should compute its transmission directly. "Shallow" therefore means high above the sites, yet still several thermal energies deep. The depth is what the picture with rates \(k_1\) and \(k_2\) needs. The ratio in the table tends to one half at strong friction even for a shallower dip, because an atom at the midpoint of a mirror-symmetric path that has lost its velocity has two equivalent ways down.

**Q.** Give me the rates for your example, and what they mean for diffusion.

**A.** The site frequency is 4.58 THz, so the harmonic formula gives

\[
k_1\simeq4.58\times10^{12}\,e^{-0.60/0.0517}\ \text{s}^{-1}
\simeq4.18\times10^{7}\ \text{s}^{-1}.
\]

Integrating over the true well shape gives \(4.07\times10^7\) s\(^{-1}\); the harmonic value is 2.6% above it. Halving gives \(\Gamma=2.04\times10^7\) s\(^{-1}\). The same integration gives \(k_2=6.67\times10^{10}\) s\(^{-1}\). In the mean passage time, waiting in A accounts for \(2/k_1=49.1\) ns, half of it due to failed attempts, and the dip for \(1/k_2=0.015\) ns. The loss of rate is almost entirely due to returns.

Now let this be a vacancy on the diamond lattice, with four equivalent jumps of length \(d\) from each site. The four jump vectors sum to zero, so each new jump is on average unrelated to the displacement so far, and the mean square displacement after \(n\) jumps is \(nd^2\). In time \(t\) there are \(n=4\Gamma t\) jumps, hence

\[
D=\frac{nd^2}{6t}=\frac46d^2\Gamma
=\frac46(2.45\times10^{-8}\ \text{cm})^2(2.035\times10^7\ \text{s}^{-1})
\simeq8.1\times10^{-9}\ \text{cm}^2/\text{s}.
\]

The diffusivity is halved along with \(\Gamma\). On an Arrhenius plot, a temperature-independent half lowers the line by \(\ln2\) and leaves its slope alone. If you instead deduced a barrier from one measured rate and an assumed prefactor, overlooking the half would raise that barrier by \(0.0517\ln2\simeq0.036\) eV at 600 K.

**Q.** Those look like numbers for germanium. May I use them for a real wafer?

**A.** Use them as a guide to size only. The jump length and mass are those of Ge, and a vacancy barrier of some tenths of an eV is a rough but reasonable range. The dip is an assumption of the model, not a computed property of Ge, and \(D\) describes the vacancy: self-diffusion also depends on how many vacancies there are. In a device layer doped well above the intrinsic carrier density at the temperature in question, the vacancy can change its charge state, and in any doped layer it can bind to a dopant. Either breaks the assumption of one fixed barrier. A change of 0.1 eV alters the rate by \(e^{0.1/0.0517}\simeq7\), more than the half we are discussing.

Within the model, the largest neglected effect is the dynamics. Relative to \(k_1/2\), simulated arrivals at the bottom of B are about 7% more frequent at a friction of 5/ps and 31% less frequent at 20/ps, with sampling errors of up to two percentage points. At 1/ps they are about 50% more frequent, but this is not a site-to-site rate: with so little friction, many atoms leave B again before they thermalise. The near agreement at 5/ps is partly a cancellation, since recrossing lowers the rate while remaining memory raises it. In the periodic model potential about 5% of these arrivals also leave B again at once, so the excess overstates the rate of atoms that settle there. Tunnelling through one saddle, treated as an inverted parabola, raises the rate by only 0.4%. The full set of values is in the numerical output.

**Q.** So when should I apply my colleague's half?

**A.** Apply it to the net rate into the dip when the free energies of the two saddles match to well within the thermal energy, the dip is several thermal energies deep but sparsely populated, and a single pass through it costs the atom many thermal energies. In the model, a loss of about three thermal energies still left the ratio near 0.59, and a loss of about fourteen brought it within a few percent of one half. Equal heights alone are not enough if the surrounding atoms vibrate differently at the two saddles; mirror symmetry guarantees the match. If the last condition is in doubt, run trajectories from the first saddle and count how many arrivals in the dip go on to B.

## Computed results

```
INPUTS (rough, regime of a vacancy jump in Ge)
jump length d = 2.45 angstrom
moving mass = 72.63 u
first barrier = 0.60 eV
energy of midway minimum = 0.40 eV
temperature = 600 K
POTENTIAL
thermal energy = 0.0517 eV
coefficient A = 0.2000 eV, B = 0.3732 eV
saddle distance from midpoint = 0.507 angstrom
midway well depth / thermal energy = 3.87
site frequency = 4.58 THz
midway frequency = 3.48 THz
RATES (transition-state theory)
k1, quadrature = 4.071e+07 1/s
k1, harmonic = 4.176e+07 1/s
k2, quadrature = 6.670e+10 1/s
k2, harmonic = 7.267e+10 1/s
site-to-site rate k1/2 = 2.035e+07 1/s
1/(mean passage time) = 2.035e+07 1/s
mean passage time A to B = 49.15 ns
mean stay in midway minimum = 7.50 ps
decay of population difference / k1 = 1.0000
same for one direct saddle / k1 = 2.0000
second saddle raised by 0.05 eV: rate/k1 = 0.2753
vacancy diffusivity = 8.145e-09 cm^2/s
LANGEVIN: friction (1/ps), net transmission to midpoint, to B,
          ratio B/midpoint, sampling error of ratio (upper estimate)
  0.0  1.000  1.000  1.000  0.006
  1.0  0.981  0.748  0.763  0.007
  5.0  0.907  0.534  0.589  0.007
 20.0  0.668  0.347  0.519  0.009
single hump, friction 5 1/ps: transmission to B = 0.853
NEGLECTED EFFECTS
population ratio midway/site = 6.10e-04
delay correction k1/(2 k2) = 3.05e-04
harmonic error in k1 = 2.6 percent
tunnelling factor at one saddle = 1.0041
```
